# Ion share in the top tenth of a slow-sinusoid energy spectrum

## Setting

Singly charged bromine ions, Br$^+$, cross the sheath above a conducting silicon wafer in a low-pressure plasma. The sheath voltage, meaning the potential drop from the plasma edge to the wafer, is

$$V(t)=V_0+V_1\sin\omega t,\qquad V_0>V_1>0 .$$

Take $V_0=200$ V, $V_1=150$ V and a frequency $f=\omega/2\pi=100$ kHz. The electron temperature is $T_e=3$ eV and the ion density at the sheath edge is $n=10^{11}$ cm$^{-3}$. Ions enter at the Bohm speed $u_B=\sqrt{T_e/M}$, so their entry energy is $E_{\rm in}=Mu_B^2/2=T_e/2=1.5$ eV. The plasma supplies ions at a steady rate. In parts (a) to (c), collisions are absent and the voltage hardly changes while an ion crosses the sheath.

The "top tenth" is the highest tenth of the interval between the lowest and highest ion energies. The elementary charge is $e>0$.

## (a) Energy and phase

**Question.** Find the ion energy at the wafer as a function of the phase $\theta=\omega t$, and the limits of the spectrum. How are the ions distributed in phase?

**Answer.** A static potential drop $V$ gives an ion the energy $eV$, whatever the shape of the potential. Because the voltage is nearly frozen during the crossing,

$$E(\theta)=E_{\rm in}+eV_0+eV_1\sin\theta .$$

The sine runs from $-1$ to $1$, which gives

$$E_{\min}=E_{\rm in}+e(V_0-V_1)=1.5+50=51.5\ \text{eV},$$

$$E_{\max}=E_{\rm in}+e(V_0+V_1)=1.5+350=351.5\ \text{eV}.$$

The full width is $W=E_{\max}-E_{\min}=2eV_1=300$ eV. With the centre $E_c=(E_{\min}+E_{\max})/2$,

$$E(\theta)=E_c+\frac W2\sin\theta .$$

A steady supply delivers equal numbers of ions in equal times. Since $\theta$ is proportional to time, the ions are uniform in phase, and a phase interval of length $\Delta\theta$ holds the share $\Delta\theta/2\pi$ of them.

## (b) The share near the upper limit

**Question.** Find the share $F(x)$ of ions in the top part $x$ of the full energy range, with $0\le x\le1$. Evaluate it for the top tenth, and explain its size by expanding the energy about the crest of the voltage.

**Answer.** The top part begins at $E_{\max}-xW$. Since $E_{\max}=E_c+W/2$, an ion belongs to it if

$$E_c+\frac W2\sin\theta\ \ge\ E_c+\frac W2-xW .$$

Subtracting $E_c$ and dividing by the positive quantity $W/2$ leaves

$$\sin\theta\ge 1-2x .$$

Measure the phase from the crest by writing $\theta=\pi/2+\delta$. Then $\sin\theta=\cos\delta$, and the condition becomes $|\delta|\le\arccos(1-2x)$. The allowed interval has length $2\arccos(1-2x)$, so

$$F(x)=\frac{2\arccos(1-2x)}{2\pi}=\frac{1}{\pi}\arccos(1-2x).$$

For $x=0.1$ the threshold is $351.5-30=321.5$ eV, and the sine must be at least $0.8$:

$$F(0.1)=\frac{\arccos 0.8}{\pi}=\frac{0.6435}{3.1416}=0.2048 .$$

About 20.5 percent of the ions lie in the top tenth, roughly twice the 10 percent that a flat spectrum would place there. The values of $V_0$, $V_1$, $E_{\rm in}$ and the ion mass have cancelled.

Near the crest $\cos\delta\approx1-\delta^2/2$, so the energy deficit is

$$E_{\max}-E\approx\frac W4\delta^2 .$$

Setting this equal to $xW$ gives $|\delta|=2\sqrt x$, and hence

$$F(x)\approx\frac{2(2\sqrt x)}{2\pi}=\frac{2}{\pi}\sqrt x\qquad(x\ll1).$$

At $x=0.1$ this estimate is $0.201$, already close to the full result. The voltage lingers near its crest: a small energy interval there corresponds to a phase interval that shrinks only as the square root of $x$.

The definition of the range matters. Energies above $0.9E_{\max}=316.4$ eV form a different set, which holds 22.2 percent of the ions in this example. That share does depend on $V_0$, $V_1$ and $E_{\rm in}$.

## (c) The two peaks

**Question.** Derive the energy density $f(E)$ of the ions, normalized to one. Integrate it over the top part $x$ and compare with part (b). What shares lie in the bottom tenth and in the middle eight tenths?

**Answer.** Each energy between the limits is reached twice per cycle, once on the rising branch and once on the falling branch. Each branch contributes $(1/2\pi)/|dE/d\theta|$, so

$$f(E)=\frac{2}{2\pi}\frac{1}{(W/2)|\cos\theta|} .$$

To remove $\theta$, use $\cos^2\theta=1-\sin^2\theta$ and $(W/2)\sin\theta=E-E_c$:

$$\left(\frac W2\right)^2\cos^2\theta=\left(\frac W2\right)^2-(E-E_c)^2=(E-E_{\min})(E_{\max}-E).$$

The last step factors a difference of squares, with $E_c-W/2=E_{\min}$ and $E_c+W/2=E_{\max}$. Therefore

$$f(E)=\frac{1}{\pi\sqrt{(E-E_{\min})(E_{\max}-E)}} .$$

The density diverges at both limits, which gives the spectrum its two peaks. The number of ions in each peak is nevertheless finite. Put $E=E_{\max}-Wu$, so that $E_{\max}-E=Wu$, $E-E_{\min}=W(1-u)$ and $dE=-W\,du$. The minus sign reverses the limits, and the factors of $W$ cancel:

$$F(x)=\frac1\pi\int_0^x\frac{du}{\sqrt{u(1-u)}} .$$

With $u=\sin^2\alpha$ and $0\le\alpha\le\pi/2$, one has $du=2\sin\alpha\cos\alpha\,d\alpha$, while the root equals $\sin\alpha\cos\alpha$. Thus

$$F(x)=\frac1\pi\int_0^{\arcsin\sqrt x}2\,d\alpha=\frac2\pi\arcsin\sqrt x .$$

This agrees with part (b): if $\alpha=\arcsin\sqrt x$, then $\cos2\alpha=1-2\sin^2\alpha=1-2x$, and $2\alpha$ lies between $0$ and $\pi$, so $2\alpha=\arccos(1-2x)$.

The density is symmetric about $E_c$. The bottom tenth therefore also holds 20.5 percent, and the middle eight tenths hold the remaining 59.0 percent.

## (d) Is the drive slow?

**Question.** Treat the sheath at $V=V_0$ as a static layer containing ions but no electrons, and neglect the entry energy. Use the trial potential drop $U(z)=V(z/s)^{4/3}$, where $z$ is the depth from the sheath edge and $s$ the width. Find $s$ and the transit time $\tau$, and compare $\tau$ with the rf period.

**Answer.** The ion speed is

$$v(z)=\sqrt{\frac{2eU}{M}}=\sqrt{\frac{2eV}{M}}\left(\frac zs\right)^{2/3}.$$

Poisson's equation for the drop is $\varepsilon_0U''=J/v$, where $J$ is the ion current density and $J/v$ the charge density. Differentiating twice gives $U''=\tfrac49Vs^{-4/3}z^{-2/3}$. In the product $U''v$ the powers of $z$ cancel, so the current is uniform, as it must be:

$$J=\varepsilon_0U''v=\frac49\varepsilon_0\sqrt{\frac{2e}{M}}\frac{V^{3/2}}{s^2}.$$

This is the Child law. Equate it to the entering current $enu_B$. With $T_e$ expressed in volts, $u_B=\sqrt{eT_e/M}$ and the Debye length is $\lambda_D=\sqrt{\varepsilon_0T_e/(en)}$. The mass cancels, and

$$s^2=\frac{4\sqrt2}{9}\lambda_D^2\left(\frac{V}{T_e}\right)^{3/2},\qquad
s=\frac{\sqrt2}{3}\lambda_D\left(\frac{2V}{T_e}\right)^{3/4}.$$

Here $\lambda_D=40.7$ µm, which gives $s=0.753$ mm at $V_0$. The transit time is

$$\tau=\int_0^s\frac{dz}{v}=\frac{s}{\sqrt{2eV_0/M}}\int_0^1\xi^{-2/3}d\xi=\frac{3s}{\sqrt{2eV_0/M}}=103\ \text{ns}.$$

This is about 1 percent of the 10 µs period, and $\omega\tau=0.065$. The drive is slow compared with the transit. The value of $\tau$ is an estimate: keeping the Bohm entry speed shortens it to 77 ns, while electrons near the edge widen the sheath and give about 100 to 280 ns, depending on where the edge is placed. The sheath width adjusts on a longer time, of order $s/u_B$, and $\omega s/u_B=0.25$ at $V_0$; part (e) returns to this.

## (e) The effect of a small delay

**Question.** The voltage changes slightly while an ion travels. Show that, to first order in this change, the share in the top part of the range is unaffected.

**Answer.** Label each ion by the time $t$ at which it leaves a fixed plane in the plasma. Launch times are uniform. During the short journey the voltage is $V(t)+\dot V(t)(t'-t)$ to first order, so the energy correction is proportional to $\dot V$:

$$E(t)=E_{\rm in}+e\left[V(t)+a(V)\dot V(t)\right].$$

The coefficient $a(V)$ is a time set by the frozen sheath at voltage $V$ and by the position of the launch plane. It is the same on the rising and falling branches.

At the crest and trough $\dot V=0$, so the energy limits are unchanged to first order, and so is the threshold. Let $V_c$ be the threshold voltage of the frozen problem. A crossing time shifts by $\delta t$, where

$$\dot V\,\delta t+a(V_c)\dot V=0,\qquad \delta t=-a(V_c).$$

Both crossings shift by the same amount. The interval between them keeps its length, and the share is unchanged.

The argument includes the motion of the sheath edge, which reaches 0.143 of the Bohm speed at 100 kHz. An advancing edge collects more ions per unit time and a retreating edge fewer, but launch times count every ion once.

A numerical calculation followed 4000 ions, launched evenly over one cycle, through a Child-law sheath whose width follows the instantaneous voltage. With $V_0$ and $V_1$ held fixed, the top-tenth share was 20.50 percent at 10 kHz, 20.52 percent at 100 kHz and 21.18 percent at 400 kHz. One ion is 0.025 percent of the total, so the last digit of each count is uncertain. Locating the two threshold crossings exactly gives 20.48, 20.53 and 21.16 percent: the departure from the slow limit is 0.04 percentage points at 100 kHz and 0.7 at 400 kHz. It grows as the square of the frequency, as a second-order effect should. The size of this departure depends on the sheath model. A moving edge collects the current $en(u_B+ds/dt)$ rather than $enu_B$. Using this current in the Child law makes the width lag the voltage and raises the share to 20.9 percent at 100 kHz and about 24 percent at 400 kHz. The 400 kHz value is the least secure, because the edge then moves at more than half the Bohm speed and neither model recalculates the ion density self-consistently.

## (f) Collisions, waveform and real etchers

**Question.** Estimate the effect of collisions at 2 mTorr and 400 K, assuming a cross-section of $10^{-14}$ cm$^2$. Then add $hV_1\cos2\theta$ to the voltage, with $h=\pm0.1$, and find the new share. Which of the effects sized here is largest at 100 kHz, and what limits the use of the result in a real etcher?

**Answer.** The mean free path is $\lambda=k_BT/(p\sigma)=20.7$ mm, and an ion crosses a sheath of width $s$ without collision with probability $e^{-s/\lambda}$. Averaged over the cycle, 3.5 percent of the ions collide. Ions that do not collide and lie above 321.5 eV make up 19.4 percent of all ions. If a collision with the cold gas lowers the energy and leaves one ion to reach the wafer, the share above 321.5 eV lies between 19.4 and 20.5 percent for this cross-section. The threshold is held fixed here, because slow ions made by collisions would extend the energy range downward. Blurring the final energies with a Gaussian of standard deviation 1.5 eV, a rough stand-in for a spread of entry energies, rounds the peaks but leaves the share above the fixed threshold at 20.5 percent.

For the distorted waveform write $y=\sin\theta$ and $\cos2\theta=1-2y^2$:

$$\frac{V-V_0}{V_1}=y+h(1-2y^2).$$

The derivative with respect to $y$ is $1-4hy$, which is positive for $|h|<1/4$. The extremes therefore remain at $y=\pm1$, with values $1-h$ and $-1-h$. Their separation is still 2, and the top tenth begins at $0.8-h$. The threshold value of $y$ obeys

$$y+h-2hy^2=0.8-h\quad\Longrightarrow\quad 2hy^2-y+0.8-2h=0 .$$

The root between $-1$ and $1$ is $y=0.697$ for $h=0.1$ and $y=0.854$ for $h=-0.1$. The share $\arccos(y)/\pi$ becomes 25.4 and 17.4 percent respectively. Positive $h$ flattens the crest, so more ions arrive near the highest energy; negative $h$ sharpens it.

The density, electron temperature and pressure used here are round values chosen to represent low-pressure bromine-based silicon etching. Two other choices limit the reach of the example. If the bias is applied at 13.56 MHz instead, the transit time estimated in part (d) gives $\omega\tau\approx9$, far outside the slow limit. The bias may also pass through a blocking capacitor, which requires the electron and ion charges to balance over a cycle. Here that balance is impossible: for Maxwellian electrons the ratio of electron to ion current at the lowest voltage, 50 V, is

$$\sqrt{\frac{M}{2\pi m_e}}\,e^{-50/3}\approx9\times10^{-6}.$$

The example therefore needs a dc path through the wafer and its supply. With a capacitor the sheath voltage must fall much lower in part of each cycle, and a sinusoidal generator voltage does not guarantee a sinusoidal sheath voltage. Among the effects sized here at 100 kHz, waveform distortion is the largest: a 10 percent second harmonic, an assumed amount, moves the share by 3 to 5 percentage points when its phase is the one chosen above. The phase matters: a term $\pm0.1V_1\sin2\theta$ would move the share by less than 1 point. The 20.5 percent result should be applied to a measured spectrum only when the sheath voltage itself is known to be close to a slow sinusoid. The numerical output below lists the values for this example.

## Values computed for the example and the checks

```
Mean sheath voltage V0: 200 V
Voltage amplitude V1: 150 V
Bias frequency: 100 kHz
Electron temperature: 3.0 eV
Sheath-edge density: 1.0e+11 cm^-3
Br+ mass: 79.904 u
Ion entry energy Te/2: 1.5 eV
Lowest ion energy: 51.5 eV
Highest ion energy: 351.5 eV
Full energy width: 300.0 eV
Threshold of top tenth: 321.5 eV
Threshold sine: 0.800
Half-width of phase interval: 0.64350 rad
Half-width of phase interval: 36.87 deg
Top-tenth share, formula: 20.483 %
Top-tenth share, phase count: 20.483 %
Top-tenth share, density integral: 20.483 %
Bottom-tenth share: 20.483 %
Middle eight-tenths share: 59.034 %
Share above 0.9 Emax: 22.24 %
Debye length: 40.7 um
Sheath width at V0: 0.753 mm
Largest sheath width: 1.146 mm
Cold-ion transit time at V0: 102.8 ns
Transit time / rf period: 0.0103
Angular frequency times transit: 0.0646
Bohm speed: 1903 m/s
Largest edge speed / Bohm speed: 0.143
Trajectory share at 10 kHz: 20.50 %
Trajectory width at 10 kHz: 300.0 eV
Trajectory share at 100 kHz: 20.52 %
Trajectory width at 100 kHz: 300.0 eV
Trajectory share at 400 kHz: 21.18 %
Trajectory width at 400 kHz: 299.5 eV
Trajectory share, 10 kHz, V1 = 60 V: 20.50 %
Gas pressure: 2.0 mTorr
Gas temperature: 400 K
Assumed collision cross-section: 1.0e-14 cm^2
Ion mean free path: 20.7 mm
Mean collision probability: 3.46 %
Uncollided top-tenth share of all ions: 19.40 %
Assumed entry-energy standard deviation: 1.5 eV
Share above threshold with that spread: 20.48 %
Share with +0.1 V1 cos(2 theta) added: 25.44 %
Share with -0.1 V1 cos(2 theta) added: 17.41 %
Electron/ion current at lowest voltage: 8.8e-06
```
